# The Goldstone sum rule for the transverse exchange-correlation kernel

**Q.** A transverse susceptibility computed from Green functions is supposed to have a pole at zero frequency. What demands it, and under which assumptions?

**A.** Rotational symmetry demands it. Take a collinear magnet without spin-orbit coupling or applied field. Rotating all its moments together costs no energy, so the moments can be tilted with no field to hold them, and a finite response to zero field is a divergent static susceptibility.

I use real orthonormal orbitals $i$ and a mean-field or Kohn–Sham Hamiltonian

$$H_\sigma=H_0+\sigma B,\qquad \sigma=\pm1,$$

with $B$ diagonal, $B_i=(V_{i\uparrow}-V_{i\downarrow})/2$, and moments $m_i=n_{i\uparrow}-n_{i\downarrow}$ counted in spins. A majority of up spins goes with negative $B_i$. The perturbation is $\sum_i\mathbf b_i\cdot\boldsymbol\sigma_i$, so a static moment tends to point against $\mathbf b$.

**Q.** Then define the response without Green functions first, so that I can check the factors.

**A.** With $\sigma^\pm=(\sigma_x\pm i\sigma_y)/2$ and $b^\pm=b_x\pm ib_y$, one has $b_x\sigma_x+b_y\sigma_y=b^+\sigma^-+b^-\sigma^+$. The moment $m^+=m_x+im_y$ equals $2\langle\sigma^+\rangle$. Spin conservation lets $b^+$ drive $m^+$ alone.

Let $\phi_m$ be the up orbitals, $\phi_n$ the down orbitals, and $\rho_{mn}=\langle a^\dagger_{m\uparrow}a_{n\downarrow}\rangle$. I need two commutators. The one with the unperturbed Hamiltonian gives $(\varepsilon_n-\varepsilon_m)a^\dagger_{m\uparrow}a_{n\downarrow}$. The one with $a^\dagger_{n\downarrow}a_{m\uparrow}$ has expectation value $f_m-f_n$. For a field varying as $e^{-i\omega t}$, the equation of motion is therefore

$$\omega\rho_{mn}=(\varepsilon_n-\varepsilon_m)\rho_{mn}+(f_m-f_n)\sum_j\phi_n(j)\phi_m(j)b_j^+ .$$

Solving for $\rho_{mn}$ and using $m_i^+=2\sum_{mn}\phi_m(i)\phi_n(i)\rho_{mn}$ gives

$$\chi^0_{ij}(\omega)=2\sum_{mn}\frac{(f_m-f_n)\,\phi_m(i)\phi_n(i)\phi_n(j)\phi_m(j)}{\omega+\varepsilon_m-\varepsilon_n},$$

where real $\omega$ is approached from above. The 2 comes from $m^+=2\langle\sigma^+\rangle$.

**Q.** Where are the Green functions?

**A.** Put $G^\sigma(z)=(z-H_\sigma)^{-1}$ and integrate along the vertical line through the Fermi level, at zero temperature with no level at $E_F$:

$$\chi^0_{ij}(i\nu)=\frac1\pi\int_{-\infty}^{\infty}dy\;G^\downarrow_{ij}(E_F+iy+i\nu)\,G^\uparrow_{ji}(E_F+iy).$$

To check it, set $a=\varepsilon_m-E_F$ and $b=\varepsilon_n-E_F$. Partial fractions give

$$\frac1{(iy-a)(iy+i\nu-b)}=\frac1{i\nu+a-b}\left[\frac1{iy-a}-\frac1{iy+i\nu-b}\right].$$

With symmetric limits, $\int dy/(iy-a)=-\pi\,\mathrm{sgn}\,a=\pi(2f_m-1)$. The second term gives $\pi(2f_n-1)$, since shifting $y$ by $\nu$ changes only end pieces that vanish. The difference is $2\pi(f_m-f_n)$, and the prefactor $1/\pi$ leaves the 2 of the pair sum. The same integral and completeness, $\sum_m\phi_m(i)^2=1$, give the moment:

$$m_i=\frac1{2\pi}\int dy\,[G^\uparrow_{ii}-G^\downarrow_{ii}](E_F+iy).$$

**Q.** So far $\chi^0$ knows nothing about a Goldstone mode. Its poles are spin-flip energies.

**A.** It does know how the moments respond when the exchange field itself is turned. Since $(z-H_\downarrow)-(z-H_\uparrow)=2B$, multiplying by $G^\downarrow$ on the left and $G^\uparrow$ on the right gives

$$G^\uparrow-G^\downarrow=G^\downarrow\,2B\,G^\uparrow .$$

Take the diagonal element $ii$ and apply $(1/\pi)\int dy$. The right side becomes $2\sum_j\chi^0_{ij}(0)B_j$ and the left side $2m_i$. Hence

$$\sum_j\chi^0_{ij}(0)\,B_j=m_i .$$

A small rotation by $\theta$ adds a transverse field $\theta B_j$, and the independent electrons answer with the transverse moment $\theta m_i$.

**Q.** You still need the interaction. Why should its kernel be diagonal?

**A.** That is an assumption about the functional. Suppose its exchange-correlation field on orbital $i$ depends on the moment of that orbital and is parallel to it. A small tilt leaves $|\mathbf m_i|$ unchanged to first order, so the transverse field is $B_im_i^+/m_i$. The kernel is then

$$K_i=\frac{B_i}{m_i}.$$

In the Hubbard mean field the spin-dependent potential is $-\tfrac12U_i\mathbf m_i\cdot\boldsymbol\sigma_i$, so $K_i=-U_i/2$. A functional that depends on the angles between moments on different orbitals in general needs a nondiagonal kernel, which the present rule cannot determine. A coupling through the lengths of the moments alone leaves the transverse kernel diagonal.

The electrons feel $b^++Km^+$, so $m^+=\chi^0(b^++Km^+)$. If $\chi^0$ is invertible,

$$\chi^{-1}(\omega)=\chi^0(\omega)^{-1}-K .$$

At zero frequency, $\chi^0(0)^{-1}m=B$ from the previous answer and $Km=B$ from the kernel, so $\chi^{-1}(0)m=0$.

**Q.** If $K_i=B_i/m_i$ already does the job, what is left to fix?

**A.** Nothing, in a complete orbital space with consistent numerics. In a calculation that keeps part of the space, $\chi^0$ and $B$ in general no longer fit together, unless the dropped orbitals carry no exchange field. One can then require that the rigid rotation remain a null vector, $[\chi^0(0)^{-1}-K]m=0$, and read this as an equation for $K$. Its row $i$ contains one unknown, $K_im_i$. For $m_i\neq0$ the solution is therefore unique among diagonal kernels:

$$K_i=\frac1{m_i}\sum_j\left[\chi^0(0)^{-1}\right]_{ij}m_j .$$

This is the sum rule that fixes the kernel. If some $m_i$ vanishes while the sum beside it does not, no diagonal kernel satisfies the condition. A very small $m_i$ magnifies any error in the sum.

**Q.** A null vector at $\omega=0$ is a static statement. Show me the pole.

**A.** Repeat the Dyson step with shifted energies. Now $(z+i\nu-H_\downarrow)-(z-H_\uparrow)=2B+i\nu$, so

$$G^\uparrow(z)-G^\downarrow(z+i\nu)=G^\downarrow(z+i\nu)\,(2B+i\nu)\,G^\uparrow(z).$$

Integration as before gives $2m$ on the left. For a finite system both sides are rational in $i\nu$, so $i\nu$ may be replaced by $\omega$. With $u$ the vector whose entries are all 1,

$$\chi^0(\omega)\left(B+\tfrac{\omega}{2}u\right)=m .$$

Multiplying by $\chi^0(\omega)^{-1}$ and subtracting $Km=B$ gives

$$\chi^{-1}(\omega)\,m=\frac{\omega}{2}u,\qquad\text{so}\qquad \chi(\omega)\,u=\frac{2m}{\omega}.$$

This is the precession law $\dot{\mathbf m}=2\,\mathbf b\times\mathbf m$ in a uniform field. Summing over all orbitals gives $u^T\chi u=2M/\omega$ with $M=\sum_im_i$.

For the whole matrix, let $R/\omega^k$ be the leading term of $\chi$ near zero. From $\chi^{-1}\chi=1$ it follows that $\chi^{-1}(0)R=0$. If $m$ is the sole null vector, the symmetry of $\chi$ forces $R=c\,mm^T$. Apply $\chi$ to $\chi^{-1}m=\omega u/2$: the leading term is $\omega^{1-k}c\,m\,M/2$, and it must equal $m$. So for $M\ne0$ one finds $k=1$, $c=2/M$ and

$$\chi_{ij}\simeq\frac{2m_im_j}{M\omega}.$$

**Q.** And an antiferromagnet, where $M=0$?

**A.** Then the term $\omega^{1-k}c\,m\,M/2$ vanishes and can no longer equal $m$, so the pole is of higher order. Write $\chi^{-1}=A_0+\omega A_1+\dots$, so that $A_1m=u/2$. Because $m^Tu=0$, the equation $A_0y=-u/2$ has a solution $y$. For $v=m+\omega y$ the terms linear in $\omega$ cancel, leaving $\chi^{-1}v=\omega^2g+O(\omega^3)$. Here $m^Tg$ consists of $m^TA_1y=u^Ty/2$ and $m^TA_2m$. The latter vanishes, because $\chi^{-1}m$ has no $\omega^2$ term.

Now $-2y$ is the static response to the uniform field $u$, up to a free rotation, so $u^Ty=-\chi_\perp/2$, with $\chi_\perp$ the uniform static transverse susceptibility. Applying $\chi$ to $\chi^{-1}v$ gives, for $\chi_\perp\neq0$, $k=2$ and $c=1/(m^Tg)=-4/\chi_\perp$:

$$\chi_{ij}\simeq-\frac{4m_im_j}{\chi_\perp\omega^2}.$$

In this sign convention a stable magnet has $\chi_\perp<0$. This $\chi_\perp$ is the equilibrium response to a static field. It is not the limit of $u^T\chi(\omega)u=2M/\omega$, which vanishes at every nonzero frequency when $M=0$. The kernel rule is the same in both cases, but the pole is double.

**Q.** What has this to do with exchange constants?

**A.** A static field that holds small transverse moments $m_i\theta_i$ is $b=\chi^{-1}(0)(m\theta)$. Stationarity of the energy plus $\sum_ib_im_i\theta_i$ means that the derivative of the energy with respect to $m_i\theta_i$ is $-b_i$. Hence, with $C_{ij}=m_i[\chi^{-1}(0)]_{ij}m_j$,

$$E=-\tfrac12\sum_{ij}C_{ij}\theta_i\theta_j=\tfrac14\sum_{ij}C_{ij}(\theta_i-\theta_j)^2 .$$

The second form holds because $\sum_jC_{ij}=0$, which is the sum rule. Compare the Heisenberg form $-\tfrac12\sum_{i\ne j}J_{ij}\mathbf e_i\cdot\mathbf e_j$, with $\mathbf e_i$ the unit vector along moment $i$. With $s_i=\mathrm{sgn}\,m_i$ one has $\mathbf e_i\cdot\mathbf e_j\simeq s_is_j[1-\tfrac12(\theta_i-\theta_j)^2]$, so the two small-angle energies agree for $J_{ij}=s_is_jC_{ij}=|m_i|\,[\chi^0(0)^{-1}]_{ij}\,|m_j|$, $i\ne j$. For parallel moments $J_{ij}=C_{ij}$, and for antiparallel moments $J_{ij}=-C_{ij}$. The diagonal kernel does not enter these $J_{ij}$. It sets the diagonal of $C$, so that a common rotation costs nothing.

**Q.** I want a case where the kernel is known beforehand. Otherwise you may be fitting your own answer.

**A.** Take an open chain of five atoms in a Hubbard mean field, with energies in units of the $d$–$d$ hopping $t$. Each atom has a $d$ orbital with $U_d=16$ and a ligand orbital $p$ with $U_p=8$. The minority $p$ level lies 3 below the $d$ level, and the two hybridize with strength 1.5. The majority spin is full and the minority spin has two holes, so $M=2$. Because $n_{i\uparrow}=1$, the minority Hamiltonian is known at once. It gives $n_{i\downarrow}$, which fixes the majority Hamiltonian, and no iteration is needed.

The $d$ moments are 0.302, 0.456, 0.307, 0.456, 0.302, and the $p$ moments lie between 0.026 and 0.044. On the first atom $B_d=-16\times0.30186/2=-2.415$.

The sum rule, fed with the Green-function integral for $\chi^0$, returns $-8.000$ on every $d$ orbital and $-4.000$ on every $p$ orbital. These are $-U_d/2$ and $-U_p/2$. A separate test linearizes the noncollinear equation of motion and reproduces every pole of $\chi$ with this kernel, including the one at zero.

**Q.** Now damage it. Keep the $d$ orbitals alone, as a practical calculation might.

**A.** The block of the static identity reads $\chi^0_{dd}B_d+\chi^0_{dp}B_p=m_d$. With the bare kernel $B_d/m_d=-8$,

$$\left[(\chi^0_{dd})^{-1}-K_d\right]m_d=(\chi^0_{dd})^{-1}\left[m_d-\chi^0_{dd}B_d\right]=(\chi^0_{dd})^{-1}\chi^0_{dp}B_p .$$

This does not vanish. The missing part of the moment is 0.0015 on the first atom, or 0.5% of its $d$ moment. The lowest pole moves from zero to $0.025\,t$.

**Q.** Can you account for that number, or merely report it?

**A.** It can be bounded. With a full majority spin, each pair consists of an up orbital $m$ and an empty down orbital $n$. Let $W_{i,mn}=\phi_m(i)\phi_n(i)$ and $\Omega_{mn}=\varepsilon_n-\varepsilon_m$. Then $\chi^0=2W(\omega-\Omega)^{-1}W^T$, and a pole requires $m^+=\chi^0Km^+$. Writing $m^+=2Wx$ with $x=(\omega-\Omega)^{-1}W^TKm^+$ turns this into

$$\left(\Omega+2W^TKW\right)x=\omega x ,$$

a real symmetric eigenvalue problem. For the full kernel its zero mode is $x_{mn}=\langle n|m\rangle/\sqrt M$. To see this, note that completeness of the up orbitals gives $Wx=m/\sqrt M$. Then $2W^TKWx=2W^TB/\sqrt M$ has the entries $\langle n|2B|m\rangle/\sqrt M=(\varepsilon_m-\varepsilon_n)\langle n|m\rangle/\sqrt M$, which cancel $\Omega x$. The norm is 1 because the two holes make $M=2$.

Dropping $K_p=-U_p/2$ adds $W_p^TU_pW_p$ to the matrix. Its expectation value in the old zero mode bounds the new lowest pole from above:

$$\omega_{\min}\le\frac1M\sum_pU_pm_p^2=\frac82\times0.0066=0.026 .$$

The computed $0.025\,t$ lies just below the bound. The gap is spurious: it measures the neglected ligand exchange field.

**Q.** And the sum rule repairs this by changing the interaction?

**A.** It changes the $d$ kernel from $-8$ to $-8.042$, $-8.036$, $-8.026$, $-8.036$, $-8.042$, a change of 0.3% to 0.5%. The lowest pole returns to zero within rounding. The next poles, in units of $t$, are:

| Calculation | second | third |
|---|---:|---:|
| full space | 0.169 | 1.181 |
| $d$ block, bare kernel | 0.196 | 1.213 |
| $d$ block, sum rule | 0.171 | 1.195 |

Relative to the full space, the error of the second pole falls from 16% to 1.3%, and that of the third from 2.7% to 1.2%. No pole is negative in any of the three spectra. That is a property of this chain: the rule places one pole at zero and does not by itself make the others positive.

**Q.** Why are the higher poles still wrong?

**A.** Eliminate the ligand properly. With no field on $p$, its moments obey $m_p=\chi^0_{pd}(b_d+K_dm_d)+\chi^0_{pp}K_pm_p$. Solving for $m_p$ and inserting it in the $d$ equation replaces $\chi^0_{dd}$ by

$$\chi^0_{dd}+\chi^0_{dp}K_p\left(1-\chi^0_{pp}K_p\right)^{-1}\chi^0_{pd}.$$

The added term is nondiagonal and depends on frequency. A diagonal static kernel is matched to one vector, $m_d$, at one frequency, zero. In this chain the frequency dependence matters most: a static nondiagonal kernel that reproduces the added term exactly at $\omega=0$ still gives 0.171 and 1.195 for the second and third poles.

The residue shows the same limit. In the block, $\chi^{-1}m_d=\omega\,\partial_\omega(\chi^0_{dd})^{-1}m_d$ to first order. The argument used for the full pole then gives the summed $d$–$d$ residue

$$\frac{M_d^2}{D},\qquad D=m_d^T\left[\partial_\omega(\chi^0_{dd})^{-1}\right]_{\omega=0}m_d ,$$

for $D\ne0$, with $M_d=\sum_dm_i=1.822$. Here $D=0.990$ and the residue is 3.35. The full theory gives $2M_d^2/M=3.32$, so the corrected block is 1% too high. For $K_p=0$ the added term vanishes and the block is exact within the mean field, which requires $D=M/2=1$. The small departure of $D$ from 1 thus comes from the neglected ligand kernel.

**Q.** Could the rule also hide a poor energy integration?

**A.** Yes. The Dyson identity holds at each energy, so $\chi^0$ and $m$ taken from the same nodes satisfy $\chi^0B=m$ even on a coarse mesh. With eight Gauss–Legendre nodes in $\vartheta$, where $y=2\tan\vartheta$, the violation is at rounding level. If the coarse $\chi^0$ is compared with converged moments instead, the largest error is 0.023, on the middle $d$ orbital, or 7% of its moment. The sum-rule kernel would absorb that mismatch and, used with the same coarse $\chi^0$, still put a pole at zero. A pole at zero is therefore no evidence of convergence. Nor is agreement of $K_i$ with $B_i/m_i$ when $m_i$ comes from the same nodes, since the identity then guarantees it. In a complete orbital space this comparison tests the integration only if the moments $m_i$ have been converged independently.

**Q.** When would it be wrong to impose the rule at all?

**A.** When the true pole is not at zero. A uniform applied field $b_0$ along the moment axis changes $2B$ to $2(B+b_0u)$ in the Dyson step, while the kernel stays $B_i/m_i$. Then

$$\chi^{-1}(\omega)\,m=\left(b_0+\frac{\omega}{2}\right)u ,$$

and the pole lies at $\omega=-2b_0$, which is positive when the field favours the up moments. Forcing a null vector at zero frequency would put $b_0/m_i$ into the kernel and erase this resonance. With spin-orbit coupling, $H_0$ is no longer the same for both spins and the two spins mix, so the proof has no starting point and an anisotropy gap may be real. One can then fix the kernel without the coupling and hold it when the coupling is added. In the Hubbard mean field with a complete orbital space the held value is exact, because $K_i=-U_i/2$ whatever the moments are. For other functionals holding it is in general a further approximation. In either case spin-orbit coupling can mix the transverse response with the charge and longitudinal responses, which must then be included with their own kernels. The remaining figures and test errors are in the numerical output.

## Numbers as computed

```
Energies in units of the hopping t, moments in numbers of spins
atoms 5, orbitals 10, minority holes 2
U_d = 16.0 t, U_p = 8.0 t
p level below d: 3.0 t, d-p hybridization: 1.5 t
Fermi level: 1.06066 t
highest majority level: -2.07019 t
minority levels next to E_F: 0.62132  1.50000 t
d moments, atoms 1-5: 0.30186  0.45557  0.30743  0.45557  0.30186
p moments, atoms 1-5: 0.03148  0.04443  0.02590  0.04443  0.03148
total moment M = 2.00000, d part M_d = 1.82229
B on d, atoms 1-5: -2.41486  -3.64457  -2.45943  -3.64457  -2.41486 t
B on p, atoms 1-5: -0.12590  -0.17771  -0.10362  -0.17771  -0.12590 t
lowest pair energy without kernel: 3.57019 t
Green-function chi0 minus pair sum, max: 4.0e-15 1/t
static sum rule, max error: 1.1e-14
dynamic sum rule at i*0.7 t, max error: 1.2e-14
full-space kernel on d from sum rule: -8.00000  -8.00000  -8.00000  -8.00000  -8.00000 t
full-space kernel on p from sum rule: -4.00000  -4.00000  -4.00000  -4.00000  -4.00000 t
8-node mesh, error against its own moments: 1.1e-16
8-node mesh, error against converged moments: 2.3e-02
equation of motion, max error over all poles: 5.3e-15 t
d block: m - chi0 B, atoms 1-5: 0.001525  0.002012  0.001078  0.002012  0.001525
d-block sum-rule kernel, atoms 1-5: -8.04181  -8.03550  -8.02580  -8.03550  -8.04181 t
d-block bare kernel: -8.00000 t
lowest 5 poles, full theory: -0.00000  0.16869  1.18120  1.77834  2.31053 t
lowest 5 poles, d block, bare kernel: 0.02502  0.19647  1.21262  1.83509  2.38123 t
lowest 5 poles, d block, sum rule: -0.00000  0.17084  1.19482  1.81280  2.36219 t
|Goldstone pole|, full theory: 3.2e-15 t
|Goldstone pole|, d block, sum rule: 1.4e-13 t
upper bound on lowest bare-kernel pole: 0.02640 t
D of the d block: 0.98990, half of M_d: 0.91114
d-d residue at zero, full theory: 3.32073
d-d residue at zero, d block with sum rule: 3.35462
```
